# Hall and Longitudinal Lorenz Ratios with Separate Charge and Heat Relaxation Times: test program

```python
"""
Result under test: the Hall Lorenz ratio L_H = kappa_xy/(sigma_xy T L0)
equals r**2, where r = kappa_xx/(sigma_xx T L0), in a weak magnetic field,
if charge and heat currents are eigenmodes of the collision operator with
relaxation times tau_e and tau_h (one isotropic band, degenerate carriers).
Symbols: x = (energy - mu)/(kB T); omega = q B/m (signed);
L0 = (pi^2/3)(kB/e)^2; Lambda = collision operator acting on profiles g(x).
For a general Lambda the ratio L_H/r**2 is s_h/s_e, the ratio of the
spreads of relaxation times seen by the heat and charge profiles.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

kB, hbar, e, me = const.k, const.hbar, const.e, const.m_e
X2 = np.pi**2 / 3
L0 = X2 * (kB / e)**2

# Magnetic term for a velocity-linear deviation with energy-dependent g
kx, ky, kz, mass, hb, q, B = sp.symbols('kx ky kz m hbar q B', positive=True)
k_vec = sp.Matrix([kx, ky, kz])
v_vec = hb * k_vec / mass
energy = hb**2 * k_vec.dot(k_vec) / (2 * mass)
g_vec = sp.Matrix([sp.exp(-energy), sp.cos(energy), energy**2])
B_vec = sp.Matrix([0, 0, B])
gradient = sp.Matrix([sp.diff(v_vec.dot(g_vec), s) for s in k_vec])
left = q / hb * v_vec.cross(B_vec).dot(gradient)
right = q / mass * v_vec.dot(B_vec.cross(g_vec))
assert sp.expand(left - right) == 0


def variance_factor(t):
    """Variance of x over pi^2/3, weight (-df0/dx)(1+t x)^(3/2), t=kB T/mu."""
    def moment(p):
        return quad(lambda x: x**p * (1 + t * x)**1.5
                    / (4 * np.cosh(x / 2)**2), -30, 30,
                    points=[0], epsabs=1e-12, epsrel=1e-12, limit=300)[0]
    m0, m1, m2 = moment(0), moment(1), moment(2)
    return (m2 / m0 - (m1 / m0)**2) / X2


def kinetic_grid(omega, tau_0, tau_c, t):
    """Solve the kinetic equation on an energy x polar x azimuth grid.

    Collisions: impurities (tau_0) plus momentum-conserving ones (tau_c).
    Returns sigma and zero-current kappa as 2x2 matrices in reduced units.
    """
    xs = np.linspace(-24, 24, 61)
    polar = np.array([-1, 1]) / np.sqrt(3)
    n_az = 8
    az = 2 * np.pi * np.arange(n_az) / n_az
    X, C, A = [a.ravel() for a in np.meshgrid(xs, polar, az, indexing='ij')]
    speed = np.sqrt(1 + t * X)
    s = np.sqrt(1 - C**2)
    vel = [speed * s * np.cos(A), speed * s * np.sin(A), speed * C]
    W = np.sqrt(1 + t * X) / (4 * np.cosh(X / 2)**2)
    W /= W.sum()
    project = sum(np.outer(v, W * v) / np.sum(W * v * v) for v in vel)
    D = np.zeros((n_az, n_az))
    for i in range(n_az):
        for j in range(n_az):
            if i != j:
                D[i, j] = 0.5 * (-1)**(i - j) / np.tan((az[i] - az[j]) / 2)
    rotate = np.kron(np.eye(len(xs) * len(polar)), D)
    op = (np.eye(len(X)) * (1 / tau_0 + 1 / tau_c)
          - project / tau_c - omega * rotate)
    S = np.column_stack([vel[0], vel[1], X * vel[0], X * vel[1]])
    M = (W[:, None] * S).T @ np.linalg.solve(op, S)
    sigma = M[:2, :2]
    kappa = M[2:, 2:] - M[2:, :2] @ np.linalg.solve(sigma, M[:2, 2:])
    return sigma, kappa


# Two-time law: weak and strong field, with finite degeneracy
t_test, tau0, tauc = 0.03, 1.0, 1.5
tauh = 1 / (1 / tau0 + 1 / tauc)
c_test = variance_factor(t_test)
grid_r = grid_LH = None
for om in (1e-3, 0.7):
    sig, kap = kinetic_grid(om, tau0, tauc, t_test)
    r_grid = kap[0, 0] / (sig[0, 0] * X2)
    LH_grid = kap[0, 1] / (sig[0, 1] * X2)
    field = (1 + (om * tau0)**2) / (1 + (om * tauh)**2)
    assert sig[0, 1] > 0 and kap[0, 1] > 0
    assert abs(sig[0, 1] / sig[0, 0] - om * tau0) < 1e-8
    assert abs(kap[0, 1] / kap[0, 0] - om * tauh) < 1e-6
    assert abs(r_grid - c_test * tauh / tau0 * field) < 1e-6
    assert abs(LH_grid - c_test * (tauh / tau0)**2 * field) < 1e-6
    if om < 0.01:
        grid_r, grid_LH = r_grid, LH_grid
        assert abs(LH_grid * c_test / r_grid**2 - 1) < 1e-5

# Example: rough round parameters of a pure monovalent metal
density = 8e28
theta_D = 300.0
coupling = 0.3
tau_imp = 5e-12
T_ex, B_ex = 80.0, 0.5
kappa_lattice = 10.0
kF = (3 * np.pi**2 * density)**(1 / 3)
qD = (6 * np.pi**2 * density)**(1 / 3)
deflect = qD**2 / (2 * kF**2)   # 1-cos(angle) at the Debye wavevector


def phonon_operator(T, step=0.05, b=deflect, gamma=1 / tau_imp):
    """Grid x, weights and Lambda for Debye phonons plus impurities."""
    yD = theta_D / T
    n = int(np.ceil(yD / step))
    h = yD / n
    half = int(np.ceil(18 / h))
    index = np.arange(-half, half + 1)
    x = h * index
    d = np.abs(index[:, None] - index[None, :])
    u = h * d
    safe_u = np.where(d == 0, 1.0, u)
    ch = np.cosh(x / 2)
    rate = (2 * np.pi * kB * T / hbar * coupling * h * (u / yD)**2
            * ch[:, None] / (2 * ch[None, :] * np.sinh(safe_u / 2)))
    rate *= np.where(d < n, 1.0, np.where(d == n, 0.5, 0.0))
    cosine = 1 - b * (u / yD)**2
    Lam = np.diag(rate.sum(axis=1) + gamma) - rate * cosine
    return x, h / (4 * ch**2), Lam


def weak_field(T, **options):
    """tau_e, tau_h, L_H, s_e, s_h from first and second inverse moments."""
    x, w, Lam = phonon_operator(T, **options)
    F = np.column_stack([np.ones_like(x), x])
    g1 = np.linalg.solve(Lam, F)
    g2 = np.linalg.solve(Lam, g1)
    te, th = w @ g1[:, 0], (w * x) @ g1[:, 1] / X2
    e2, h2 = w @ g2[:, 0], (w * x) @ g2[:, 1] / X2
    return te, th, h2 / e2, e2 / te**2, h2 / th**2


def finite_field_LH(T, omega):
    x, w, Lam = phonon_operator(T)
    F = np.column_stack([np.ones_like(x), x]).astype(complex)
    g = np.linalg.solve(Lam + 1j * omega * np.eye(len(x)), F)
    return ((w * x) @ g[:, 1]).imag / X2 / (w @ g[:, 0]).imag


# Operator against an independent one-dimensional integral
x, w, Lam = phonon_operator(T_ex, gamma=0.0)
mean_rate = w @ Lam.sum(axis=1)
yD = theta_D / T_ex
integral = quad(lambda y: (y / yD)**4 * y / (4 * np.sinh(y / 2)**2),
                0 if False else 1e-9, yD)[0]
rate_ref = 2 * np.pi * kB * T_ex / hbar * coupling * deflect * 2 * integral
assert abs(mean_rate / rate_ref - 1) < 2e-3

# High temperature: nearly elastic, known linear-in-T rate.
# Ten steps up to the Debye energy give about one percent quadrature error.
T_hot = 5 * theta_D
te, th, LH, se, sh = weak_field(T_hot, step=0.0201, gamma=0.0)
hot_rate = 2 * np.pi * kB * T_hot / hbar * coupling * deflect / 2
assert abs(te * hot_rate - 1) < 0.02
assert abs(th / te - 1) < 0.02 and abs(LH - 1) < 0.03
r_hot = th / te

# Energy exchange without deflection must relax heat but not charge
te0, th0, _, _, _ = weak_field(T_ex, b=0.0)
assert abs(te0 / tau_imp - 1) < 1e-6
assert th0 / tau_imp < 0.5

# Worked example
tau_e, tau_h, LH_full, s_e, s_h = weak_field(T_ex)
r = tau_h / tau_e
assert tau_e >= 1 / (mean_rate + 1 / tau_imp) * (1 - 1e-9)
assert s_e >= 1 - 1e-9 and s_h >= 1 - 1e-9
assert abs(LH_full - r**2) < abs(LH_full - r)
omega = -e * B_ex / me
assert abs(finite_field_LH(T_ex, omega / 100) / LH_full - 1) < 1e-4
LH_field = finite_field_LH(T_ex, omega)
fine = weak_field(T_ex, step=0.025)
shift_r = fine[1] / fine[0] - r
shift_LH = fine[2] - LH_full
assert abs(shift_r) < 2e-3 and abs(shift_LH) < 2e-3

sigma_xx = density * e**2 * tau_e / me
kappa_xx = X2 * density * kB**2 * T_ex * tau_h / me
sigma_xy = omega * tau_e * sigma_xx
kappa_xy = omega * tau_h * kappa_xx
LH_two = kappa_xy / (sigma_xy * T_ex * L0)
EF = (hbar * kF)**2 / (2 * me)
t_ex = kB * T_ex / EF
field_factor = (1 + (omega * tau_e)**2) / (1 + (omega * tau_h)**2)
r_apparent = (kappa_xx + kappa_lattice) / (sigma_xx * T_ex * L0)

# Two equal carrier groups: same tau_e, heat times 20 percent up and down
groups = tau_h * np.array([0.8, 1.2])
small = 1e-3 / tau_e
resp_h = np.mean(groups / (1 + 1j * small * groups))
resp_e = tau_e / (1 + 1j * small * tau_e)
group_factor = (resp_h.imag / resp_e.imag) / (resp_h.real / resp_e.real)**2
assert abs(group_factor - 1.04) < 1e-4

print(f"L0 = {L0:.4e} W Ohm/K^2")
print(f"Grid test: tau_h/tau_e = {tauh/tau0:.4f}, kB T/mu = {t_test:.3f}")
print(f"Grid test: r = {grid_r:.6f}, L_H = {grid_LH:.6f}")
print(f"Grid test: variance factor c = {c_test:.6f}")
print(f"Grid test: L_H/r^2 = {grid_LH/grid_r**2:.6f}, 1/c = {1/c_test:.6f}")
print(f"Carrier density = {density*1e-6:.2e} cm^-3")
print(f"Effective mass = {me/const.m_e:.1f} electron masses")
print(f"Debye temperature = {theta_D:.0f} K, coupling = {coupling:.2f}")
print(f"Impurity time = {tau_imp*1e12:.2f} ps")
print(f"Temperature = {T_ex:.0f} K, field = {B_ex:.2f} T")
print(f"Fermi energy = {EF/e:.3f} eV")
print(f"1-cos(angle) at Debye wavevector = {deflect:.4f}")
print(f"Mean phonon charge rate, operator = {mean_rate*1e-12:.4f} 1/ps")
print(f"Mean phonon charge rate, integral = {rate_ref*1e-12:.4f} 1/ps")
print(f"r at {T_hot:.0f} K without impurities = {r_hot:.4f}")
print(f"No deflection: tau_e = {te0*1e12:.4f} ps, tau_h = {th0*1e12:.4f} ps")
print(f"tau_e = {tau_e*1e12:.4f} ps, tau_h = {tau_h*1e12:.4f} ps")
print(f"omega = {omega:.4e} rad/s")
print(f"omega tau_e = {omega*tau_e:.5f}, omega tau_h = {omega*tau_h:.5f}")
print(f"sigma_xx = {sigma_xx:.4e} S/m")
print(f"Resistivity 1/sigma_xx = {1e8/sigma_xx:.4f} microOhm cm")
print(f"kappa_xx = {kappa_xx:.2f} W/(K m)")
print(f"sigma_xy = {sigma_xy:.4e} S/m")
print(f"kappa_xy = {kappa_xy:.4f} W/(K m)")
print(f"Longitudinal ratio r = {r:.4f}")
print(f"Two-time Hall ratio = {LH_two:.4f}, r^2 = {r**2:.4f}")
print(f"Full-operator weak-field L_H = {LH_full:.4f}")
print(f"Spreads: s_e = {s_e:.4f}, s_h = {s_h:.4f}")
print(f"L_H/r^2 for the full operator = {LH_full/r**2:.4f}")
print(f"Grid halved: shift of r = {shift_r:.1e}, of L_H = {shift_LH:.1e}")
print(f"Full-operator L_H at the example field = {LH_field:.5f}")
print(f"Two-time finite-field factor - 1 = {field_factor-1:.2e}")
print(f"kB T/E_F = {t_ex:.2e}, 1/c - 1 = {1/variance_factor(t_ex)-1:.2e}")
print(f"hbar|omega|/(kB T) = {hbar*abs(omega)/(kB*T_ex):.4f}")
print(f"Two groups, tau_h +-20 percent: L_H/r^2 = {group_factor:.4f}")
print(f"Assumed lattice conductivity = {kappa_lattice:.1f} W/(K m)")
print(f"Apparent r with lattice heat = {r_apparent:.4f}")
print(f"Apparent r^2 with lattice heat = {r_apparent**2:.4f}")
print("Sweep, weak field: T (K), r, r^2, L_H, L_H/r^2")
for T in (10.0, 20.0, 40.0, 80.0, 150.0, 300.0):
    a, b, lh, _, _ = weak_field(T)
    ratio = b / a
    print(f"{T:5.0f} {ratio:.4f} {ratio**2:.4f} {lh:.4f} {lh/ratio**2:.4f}")
print("success")
```

Output:

```
L0 = 2.4430e-08 W Ohm/K^2
Grid test: tau_h/tau_e = 0.6000, kB T/mu = 0.030
Grid test: r = 0.598150, L_H = 0.358890
Grid test: variance factor c = 0.996916
Grid test: L_H/r^2 = 1.003093, 1/c = 1.003093
Carrier density = 8.00e+22 cm^-3
Effective mass = 1.0 electron masses
Debye temperature = 300 K, coupling = 0.30
Impurity time = 5.00 ps
Temperature = 80 K, field = 0.50 T
Fermi energy = 6.770 eV
1-cos(angle) at Debye wavevector = 0.7937
Mean phonon charge rate, operator = 3.9246 1/ps
Mean phonon charge rate, integral = 3.9244 1/ps
r at 1500 K without impurities = 0.9937
No deflection: tau_e = 5.0000 ps, tau_h = 0.0939 ps
tau_e = 0.2578 ps, tau_h = 0.0809 ps
omega = -8.7941e+10 rad/s
omega tau_e = -0.02267, omega tau_h = -0.00711
sigma_xx = 5.8113e+08 S/m
Resistivity 1/sigma_xx = 0.1721 microOhm cm
kappa_xx = 356.36 W/(K m)
sigma_xy = -1.3174e+07 S/m
kappa_xy = -2.5348 W/(K m)
Longitudinal ratio r = 0.3138
Two-time Hall ratio = 0.0984, r^2 = 0.0984
Full-operator weak-field L_H = 0.1006
Spreads: s_e = 1.0148, s_h = 1.0365
L_H/r^2 for the full operator = 1.0214
Grid halved: shift of r = -5.1e-06, of L_H = -3.9e-06
Full-operator L_H at the example field = 0.10060
Two-time finite-field factor - 1 = 4.63e-04
kB T/E_F = 1.02e-03, 1/c - 1 = 3.58e-06
hbar|omega|/(kB T) = 0.0084
Two groups, tau_h +-20 percent: L_H/r^2 = 1.0400
Assumed lattice conductivity = 10.0 W/(K m)
Apparent r with lattice heat = 0.3226
Apparent r^2 with lattice heat = 0.1041
Sweep, weak field: T (K), r, r^2, L_H, L_H/r^2
   10 0.7037 0.4952 0.5128 1.0356
   20 0.2833 0.0803 0.0920 1.1463
   40 0.1588 0.0252 0.0295 1.1690
   80 0.3138 0.0984 0.1006 1.0214
  150 0.6086 0.3704 0.3685 0.9949
  300 0.8632 0.7451 0.7441 0.9988
success
```
